\section*{Phonon-limited electron mobility in silicon need not follow the acoustic T^(-3/2) law}

\section{Two channels, one of them activated}

Suppose that one scattering channel gives a mobility $\mu_{\rm ac}\propto T^{-3/2}$ and that a second channel adds to the inverse mobility a fraction $R(T)$ of the first:
\begin{equation}
\frac1\mu=\frac{1+R(T)}{\mu_{\rm ac}(T)} .
\end{equation}
Define the local exponent as $p=-d\ln\mu/d\ln T$. Taking the logarithm and differentiating gives
\begin{equation}
p=\frac32+\frac{R}{1+R}\,\frac{d\ln R}{d\ln T}.
\label{toy}
\end{equation}
If $R$ is constant, the second channel lowers the mobility and leaves the exponent alone. If $R\propto e^{-\hbar\omega/kT}$, then $d\ln R/d\ln T=\hbar\omega/kT$. With $R=1$ and $\hbar\omega=2kT$ the exponent is $3/2+1=5/2$. The pure exponential overstates a phonon channel at this temperature: a single intervalley mode as derived below, with $\hbar\omega=2kT$ and a coupling that halves the mobility, gives 2.13. Both channels may be phonons, and the crystal may be perfectly pure.

This contradicts a natural belief: that pure silicon is phonon-limited, that phonons give $T^{-3/2}$, and that a steeper fall near room temperature must therefore come from something other than phonons. The belief has sound parts. Acoustic phonons do give $T^{-3/2}$ under the conditions below. The phonons that do most to carry electrons between valleys have energies of some 50--60 meV, against $kT=25.9$ meV at 300 K, so it is tempting to regard them as frozen out. But a small population with a large coupling can matter, and a population that grows faster than in proportion to $T$ makes the mobility fall more steeply, although the shift of the final-state energy by $\hbar\omega$ offsets part of the effect.

\section{The scattering rates}

Take six equivalent parabolic valleys with masses $m_l,m_t,m_t$, few enough electrons for Boltzmann statistics, a weak field and no impurities. The states of one valley and one spin below energy $E$ fill an ellipsoid of volume $(4\pi/3)(2m_dE/\hbar^2)^{3/2}$, with $m_d=(m_lm_t^2)^{1/3}$. Dividing by $(2\pi)^3$ and differentiating with respect to $E$,
\begin{equation}
g(E)=\frac{(2m_d)^{3/2}}{4\pi^2\hbar^3}\sqrt E .
\end{equation}

For an acoustic phonon with $\omega_q=vq$, the squared matrix element in a crystal of volume $V$ and density $\rho$ is $D_{\rm ac}^2q^2\hbar/(2\rho V\omega_q)$ times $N_q$ (absorption) or $N_q+1$ (emission). When $\hbar\omega_q\ll kT$, both factors are close to $kT/\hbar\omega_q$, and the two processes sum to $D_{\rm ac}^2kT/(\rho Vv^2)$. The phonon energy is also neglected in energy conservation. The golden rule, with $Vg(E)$ final states per unit energy, gives
\begin{equation}
\frac1{\tau_{\rm ac}}=\frac{2\pi}{\hbar}\frac{D_{\rm ac}^2kT}{\rho v^2}\,g(E).
\end{equation}

An intervalley phonon $j$ has nearly fixed energy $\hbar\omega_j$. Its squared matrix element is $\hbar D_j^2/(2\rho V\omega_j)$ times $N_j$ or $N_j+1$, and $Z_j$ valleys are available:
\begin{equation}
\frac1{\tau_j}=\frac{\pi Z_jD_j^2}{\rho\omega_j}
\left[N_jg(E+\hbar\omega_j)+(N_j+1)g(E-\hbar\omega_j)\right],
\end{equation}
where $g=0$ for negative argument. An electron must already have energy $\hbar\omega_j$ before it can emit.

\section{From rates to mobility}

In a field $\mathcal E$ along $x$ the force is $-e\mathcal E$. The linearized Boltzmann equation for the change $f_1$ of the distribution is
\begin{equation}
-e\mathcal E v_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau}+\text{(in-scattering)} .
\end{equation}
The transition rates depend on energies and not on directions within a valley. In-scattering therefore sums $f_1$ over all directions at fixed energy, and $f_1$ is odd about the valley centre, so the sum vanishes. Since $\partial f_0/\partial E=-f_0/kT$, we get $f_1=-e\tau\mathcal E v_xf_0/kT$. The drift velocity is $-\mu\mathcal E$ with $\mu=e\langle v_x^2\tau\rangle/kT$. Averaging over directions and valleys turns $v_x^2$ into $2E/(3m_c)$, where $3/m_c=1/m_l+2/m_t$. Hence
\begin{equation}
\mu=\frac{2e}{3m_ckT}\,
\frac{\int_0^\infty \tau E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{1/2}e^{-E/kT}dE}.
\label{mu}
\end{equation}

For acoustic phonons alone write $1/\tau_{\rm ac}=a\,kT\sqrt E$, with $a=\sqrt2\,m_d^{3/2}D_{\rm ac}^2/(\pi\hbar^4\rho v^2)$. The numerator integral is $(kT)^2/(a\,kT)$ and the denominator is $\tfrac12\sqrt\pi\,(kT)^{3/2}$, so
\begin{equation}
\mu_{\rm ac}=\frac{4e}{3\sqrt\pi\,m_c a(kT)^{3/2}}
=\frac{2\sqrt{2\pi}\,e\hbar^4\rho v^2}{3m_d^{3/2}m_cD_{\rm ac}^2(kT)^{3/2}} .
\end{equation}
This is the true part of the belief.

Now add the intervalley rates. Let $x=E/kT$ and $\theta_j=\hbar\omega_j/kT$. Dividing $1/\tau_j$ by $1/\tau_{\rm ac}$ gives $g_js_j$, with
\begin{align}
g_j&=\frac{Z_jD_j^2v^2}{2\omega_j^2D_{\rm ac}^2},\\
s_j&=\theta_j\left[N_j\sqrt{1+\frac{\theta_j}{x}}+(N_j+1)\sqrt{1-\frac{\theta_j}{x}}\right],
\end{align}
the second root being present for $x>\theta_j$. The coupling $g_j$ does not depend on temperature. In (\ref{mu}) $\tau$ is replaced by $\tau_{\rm ac}/(1+\sum_jg_js_j)$, and since $\int_0^\infty xe^{-x}dx=1$,
\begin{equation}
\mu=\mu_{\rm ac}F,\quad
F=\int_0^\infty\frac{xe^{-x}\,dx}{1+\sum_jg_js_j},\quad
p=\frac32-\frac{d\ln F}{d\ln T}.
\end{equation}
The question is whether $F$ falls as $T$ rises.

\section{Why the exponent grows}

For weak intervalley coupling, $1-F\approx\sum_jg_jG_j$ with $G_j=\int_0^\infty xe^{-x}s_j\,dx$. Drop the index. The absorption part of $G$ is
\begin{equation}
\theta N\int_0^\infty e^{-x}\sqrt{x(x+\theta)}\,dx .
\end{equation}
In the emission part put $x=y+\theta$:
\begin{equation}
\theta(N+1)\int_\theta^\infty e^{-x}\sqrt{x(x-\theta)}\,dx
=\theta(N+1)e^{-\theta}\int_0^\infty e^{-y}\sqrt{y(y+\theta)}\,dy .
\end{equation}
Because $(N+1)e^{-\theta}=N$, the two parts are equal. Emission can occur without any thermal phonons, but it needs a hot electron, and at this order its contribution is suppressed by the same factor. The expansion needs $gs\ll1$ also above the emission threshold, where $s\sim\sqrt{\theta(x-\theta)}$ is not exponentially small, so a small $1-F$ does not make it accurate. With the couplings used below, at 100 K, $1-F=0.032$ against $\sum_jg_jG_j=0.047$, and emission alone removes 0.009 against 0.023 for absorption alone.

To evaluate the integral, set $z=\theta/2$ and $x=z(\cosh u-1)$. Then $x+\theta=z(\cosh u+1)$, and both the square root and $dx/du$ equal $z\sinh u$:
\begin{equation}
\int_0^\infty e^{-x}\sqrt{x(x+\theta)}\,dx
=z^2e^z\int_0^\infty\sinh^2u\,e^{-z\cosh u}du=ze^zK_1(z),
\end{equation}
by the integral form of the modified Bessel function $K_1$. Twice $\theta N=2zN$ times this, with $Ne^z=1/(2\sinh z)$, gives
\begin{equation}
G=\frac{2z^2K_1(z)}{\sinh z}.
\end{equation}
Using $(zK_1)'=-zK_0$ and $d\ln z/d\ln T=-1$,
\begin{equation}
L\equiv\frac{d\ln G}{d\ln T}=\frac{zK_0(z)}{K_1(z)}+z\coth z-1>0,
\end{equation}
since $K_0,K_1>0$ and $z\coth z>1$. Therefore, to first order in the coupling,
\begin{equation}
p=\frac32+\sum_jg_jG_jL_j>\frac32
\end{equation}
at every finite temperature.

Two limits show what this means. In the cold limit $G\approx2\sqrt{2\pi}\,z^{3/2}e^{-\theta}$: the channel is activated, and the acoustic law returns as it freezes out. In the hot limit $\theta N$ and $\theta(N+1)$ both tend to 1, so $s\to2$. At fixed $x$ the correction is of order $\theta^2$, and the region $x\lesssim\theta$ has a weight of the same order; because the correction grows as $1/x^2$ at small $x$, its average carries a logarithm, $2-G\approx\tfrac14\theta^2[\ln(1/\theta)+1.64]$, which still vanishes. The intervalley rate then has the same form, $T\sqrt E$, as the acoustic rate, and $p$ returns to $3/2$ although the extra scattering is at full strength.

These limits also constrain strong coupling. $F$ goes from 1 to $1/(1+2\sum_jg_j)$, so
\begin{equation}
\int_{-\infty}^{\infty}\left(p-\frac32\right)d\ln T=\ln\Big(1+2\sum_jg_j\Big),
\end{equation}
and $p$ must exceed $3/2$ somewhere. That it does so at every temperature for finite coupling is not proved here. Numerically, for one mode with $g$ from 0.01 to 100, $F$ fell at every step of a 50-point grid from $\theta=12$ to $\theta=0.1$.

For a hand estimate, note that $1/(1+r)$ is convex in $r$, so its average is at least its value at the average: $F\ge1/(1+\sum_jg_jG_j)$. Using this bound as an approximation to $F$ gives
\begin{equation}
p\approx\frac32+\frac{\sum_jg_jG_jL_j}{1+\sum_jg_jG_j},
\label{hand}
\end{equation}
which has the structure of (\ref{toy}).

\section{A number}

Take rough, round parameters in the regime of $n$-type silicon: $m_l=0.9\,m_0$, $m_t=0.2\,m_0$, $\rho=2300$ kg/m$^3$, $v=9000$ m/s and $D_{\rm ac}=9$ eV. One $f$ mode (to the four valleys on other axes) has 50 meV and $3\times10^8$ eV/cm; one $g$ mode (to the opposite valley) has 60 meV and $10^9$ eV/cm. The couplings are $g_f=0.312$ and $g_g=0.602$.

At 300 K, $G_f=1.059$, $G_g=0.866$, $L_f=0.964$ and $L_g=1.257$. The products $g_jG_j$ are 0.330 and 0.521, with sum 0.851, and (\ref{hand}) gives
\begin{equation}
p\approx1.5+\frac{0.330\times0.964+0.521\times1.257}{1.851}=2.03 .
\end{equation}
The full integral gives 2.07. Mobilities in cm$^2$/Vs, given with more digits than the rough parameters justify so that the arithmetic can be followed, are:
\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & $\mu_{\rm ac}$ & $\mu$ & $p$\\
100 & 14255 & 13804 & 1.66\\
200 & 5040 & 3732 & 2.08\\
300 & 2743 & 1596 & 2.07\\
400 & 1782 & 892 & 1.96
\end{tabular}
\end{center}
Extrapolating from 300 to 400 K by the acoustic law gives $1596\times(3/4)^{3/2}=1037$, which is 16\% above the model's own value of 892.

The exponent is not constant: $p$ peaks at 2.11 near 240 K. A single exponent of 2.07 still fits the model within 1\% from 200 to 400 K, but from 100 to 400 K the best single power law misses by about 5\%. Formula (\ref{hand}) shows why a maximum is expected, though it places it only roughly (2.13 near 200 K). On heating, the intervalley share of the scattering grows, while its logarithmic slope $L$ falls from about $\theta-3/2$ in the cold limit towards zero in the hot limit.

Activation can be separated from mere extra scattering. Reduce both phonon energies a hundredfold at 300 K, holding the $g_j$ fixed. $F$ drops from 0.58 to 0.35, so there is more scattering, yet $p$ becomes 1.500.

Adding inverse mobilities, as in the opening example, is itself approximate. Intervalley scattering alone would give 4505 cm$^2$/Vs; combined with 2743 this yields 1705, or 7\% above the full result, because the two rates depend differently on energy.

The energy average was tested by following 20\,000 electrons at zero field on random walks through the anisotropic valleys, with the same scattering rates and randomized directions. Their diffusion gave 3715 cm$^2$/Vs at 200 K and 880 at 400 K, within 2\% of the integral, and a mean exponent of 2.08 against 2.06.

\section{Beside real silicon}

Lightly doped silicon at room temperature has an electron mobility of roughly 1400 cm$^2$/Vs and an exponent of roughly 2.4. The model's 1596 and 2.07 are of the right size but too shallow. Part of the gap is band shape. A nonparabolicity of 0.5 per eV changes the model's values to 1411 and 2.18, and even acoustic scattering alone then gives 1.62, so intervalley phonons are not the sole source of steepening. Changing $D_{\rm ac}$ to 8 or 10 eV in the parabolic model moves $p$ to 2.16 or 2.00 and the mobility to 1834 or 1395; reaching $p=2.4$ this way needs about 5.8 eV and gives some 2500 cm$^2$/Vs, far too high. Weak low-energy intervalley modes are left out; they are close to their hot limit at 300 K, and adding typical ones (12--19 meV, $0.3$--$0.8\times10^8$ eV/cm) lowers $p$ by about 0.04, so they do not close the gap. Two-phonon processes and direction-dependent acoustic coupling are also left out; their share of the remaining gap is not determined here.

Doped devices break the assumption of purity. At $10^{14}$ cm$^{-3}$, ionized impurities, treated as screened charges scattering in a spherical valley of mass $m_d$, lower the model mobility by 0.4\% at 300 K and 7\% at 100 K (roughly 0.5\% and 9\% if the ellipsoidal shape is kept), which flattens the curve. At $10^{17}$ cm$^{-3}$ the room-temperature mobility of real silicon is roughly half its lightly doped value, and a phonon exponent should not be used by itself. At the hot end, the intrinsic density $n_i$ is already about 5\% of a $10^{14}$ cm$^{-3}$ doping at 400 K; the thermally generated holes, $n_i^2/n$, are then 0.3\% of the doping and reach 5\% near 430 K. The return to $3/2$, with $p$ still 1.57 at 1500 K, is a property of the parabolic model and not a prediction for a device: with the nonparabolicity above, $p$ is 2.00 at 600 K, 1.98 at 1000 K and 2.04 at 1500 K. At the cold end, the elastic, equipartition treatment of acoustic phonons eventually fails. Exact Bose factors alone raise the momentum relaxation rate of an electron of energy $1.5kT$ by 0.4\% at 300 K and 1.2\% at 100 K, but the neglected phonon energy acts at the same order in the opposite direction. With both kept, in a spherical valley of mass $m_d$, the acoustic-limited mobility rises by about 0.8\% at 300 K and 2\% at 100 K. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Rough silicon-like parameters
masses long., transv.: 0.90, 0.20 m0
masses DOS, conduct.: 0.3302, 0.2700 m0
density 2300 kg/m3, sound speed 9000 m/s
acoustic deformation potential: 9.0 eV
f mode: 50 meV, 3.0e+08 eV/cm, Z=4, coupling 0.3119
g mode: 60 meV, 1.0e+09 eV/cm, Z=1, coupling 0.6017
kT at 300 K: 25.85 meV
T (K), mu_ac (cm2/Vs), mu (cm2/Vs), F, exponent p
100  14255  13804  0.9684  1.657
150  7759  6671  0.8597  1.938
200  5040  3732  0.7406  2.081
300  2743  1596  0.5817  2.072
400  1782  892  0.5007  1.965
largest p, 60-1500 K: 2.106 near 238 K
p at 1500 K (model only): 1.575
hot limit of F: 0.3537; area rule: 1.0393
At 300 K, f and g modes
theta: 1.9341, 2.3209
G: 1.0588, 0.8657
dlnG/dlnT: 0.9642, 1.2567
sum of g*G: 0.8512; lower bound on F: 0.5402
p, hand estimate and full: 2.026, 2.072
intervalley-only mobility: 4505 cm2/Vs
Matthiessen estimate: 1705 cm2/Vs
p with phonon energies x 0.01: 1.5004
F with phonon energies x 0.01: 0.3538
400 K from 300 K by T^-1.5: 1037 cm2/Vs
overestimate at 400 K: 16.2 %
Monte Carlo mu, 200 K: 3715 cm2/Vs
Monte Carlo mu, 400 K: 880 cm2/Vs
mean p 200-400 K, Monte Carlo, integral: 2.078, 2.065
Sizes of neglected effects
nonparabolicity used: 0.5 per eV
p(300 K), nonparabolic acoustic only: 1.616
p(300 K), nonparabolic all phonons: 2.179
mu(300 K), nonparabolic: 1411 cm2/Vs
p(300 K) for D_ac = 8 eV: 2.156
p(300 K) for D_ac = 10 eV: 2.000
impurity density: 1e+14 cm^-3
impurity loss of mobility, 100 K: 7.40 %
impurity loss of mobility, 300 K: 0.40 %
degeneracy n/Nc at 300 K: 3.5e-06
intrinsic/doping, 400 K, 1.1 eV gap: 0.052
Bose rate excess 300, 100 K: 0.39, 1.17 %
electron heating dT/T at 100 V/cm, 300 K: 1.5e-04
\end{verbatim}
